# Initial Pore Radius from the First Two Coating-Cycle Mass Gains

## Problem

A membrane is pierced by identical, straight cylindrical pores, open at both ends. Atomic layer deposition coats the pore walls. Each cycle adds a film of the same thickness $g$ and the same density $\rho$ over the whole wall, so the open radius shrinks by $g$ per cycle. The membrane is weighed before the first cycle, after the first and after the second. The first cycle adds a mass $m_1$ and the second adds a further mass $m_2$; these are separate gains, not running totals. Film outside the pores is neglected at first.

The increment $g$ is known. The pore length $L$, the film density and the number of pores are not.

1. Find the initial pore radius $r_0$ from $g$, $m_1$ and $m_2$.
2. Evaluate it for $g=0.10$ nm, $m_1=46.6527$ and $m_2=45.7102$, both in µg per cm² of membrane. These gains are calculated for a model membrane, not measured, and the many digits are kept because their difference is needed.
3. State when the result fails, and judge how well the masses and the growth must be controlled.

## A tempting solution

The film is much thinner than the pore is wide, so its volume seems to be wall area times thickness. Let $N$ be the number of pores per unit membrane area, and let

$$K=\pi\rho LN .$$

The wall area of one pore is $2\pi r_0L$ before cycle 1 and $2\pi(r_0-g)L$ before cycle 2. Multiplying by $\rho gN$ gives

$$m_1=2Kr_0g,\qquad m_2=2K(r_0-g)g .$$

Subtraction gives $m_1-m_2=2Kg^2$. Dividing the first gain by this difference,

$$\frac{m_1}{m_1-m_2}=\frac{2Kr_0g}{2Kg^2}=\frac{r_0}{g},$$

so that $r_0=g\,m_1/(m_1-m_2)$. The data give a difference of 0.9425 µg/cm², a ratio of 49.50, and a radius of 4.95 nm.

## Where it goes wrong

The fault is in the first line of masses. The wall area before a cycle is the area of the outer surface of the new film. As the film grows inward its circumference shrinks, so the volume is less than that area times $g$. The film in one pore after cycle 1 fills an annulus of cross-section

$$\pi\left[r_0^2-(r_0-g)^2\right]=\pi(2r_0g-g^2).$$

The tempting solution dropped $-g^2$. Relative to the retained term $2r_0g$ this is a fraction $g/(2r_0)$, about one per cent here. The solution then divides by $m_1-m_2=2Kg^2$. The dropped $Kg^2$ is half of this, so the true ratio $m_1/(m_1-m_2)$ is smaller than $r_0/g$ by $1/2$, and the radius comes out too small by $g/2$. That is again one per cent of $r_0$: the division does not enlarge the relative error, but the error is systematic, and better weighing cannot remove it.

The difference $2Kg^2$ came out right because the same amount $Kg^2$ was omitted from both gains and cancelled. It did not cancel from $m_1$ in the numerator.

## Correct solution

The radius after $n$ cycles is $r_n=r_0-ng$, as long as the pore is open. The film of cycle $n$ lies between the radii $r_{n-1}$ and $r_n$, so

$$m_n=K\left(r_{n-1}^2-r_n^2\right).$$

For the first cycle,

$$m_1=K\left[r_0^2-(r_0^2-2r_0g+g^2)\right]=K(2r_0g-g^2).$$

For the second,

$$\begin{aligned}
m_2&=K\left[(r_0-g)^2-(r_0-2g)^2\right]\\
&=K\left[(r_0^2-2r_0g+g^2)-(r_0^2-4r_0g+4g^2)\right]\\
&=K(2r_0g-3g^2).
\end{aligned}$$

Subtracting removes the unknown radius:

$$m_1-m_2=K(-g^2+3g^2)=2Kg^2 .$$

This is positive, because the second film is laid in a narrower pore. With $g$ known, the difference measures $K$, the combination of length, density and pore number that was not given. Division removes $K$:

$$\frac{m_1}{m_1-m_2}=\frac{2r_0g-g^2}{2g^2}=\frac{r_0}{g}-\frac12 .$$

Adding $1/2$ to both sides and multiplying by $g$ gives

$$\boxed{r_0=g\left(\frac12+\frac{m_1}{m_1-m_2}\right)}$$

The half has a direct meaning. The cross-section of the first film is $2\pi(r_0-g/2)g$, its mean circumference times its thickness. The mass ratio therefore finds the mean radius $r_0-g/2$ of the first film, and $g/2$ must be added to reach the original wall. The tempting answer was that mean radius.

For the data,

$$r_0=0.10\ \text{nm}\times(0.50+49.50)=5.00\ \text{nm}=50.0\ \text{Å}.$$

The gains were calculated for a membrane with $r_0=5.00$ nm, $L=10$ µm, $\rho=3.0$ g/cm³ and $N=5\times10^{11}$ cm⁻², so the input radius is recovered. The pores occupy 39 per cent of the membrane face. The difference also gives $K=0.9425/(2\times0.10^2)=47.1$ µg cm⁻² nm⁻², in agreement with $\pi\rho LN$ for these inputs.

## When the pore closes

The expression for $m_2$ requires the pore to survive two full increments: $r_0\ge2g$. At equality the pore just closes at the end of cycle 2. Then $m_1=3Kg^2$ and $m_2=Kg^2$, and the formula gives $g(1/2+3/2)=2g$, as it should.

If $g<r_0<2g$, the second cycle can fill only the remaining core. Assuming that it fills it completely, $m_2=K(r_0-g)^2$, and the boxed formula no longer applies. For $r_0=1.5g=0.150$ nm, the gains are $2Kg^2$ and $0.25Kg^2$, and the formula returns $g(0.5+2/1.75)=0.164$ nm. A pore this narrow is a test of the geometry, not a realistic case for a continuous film.

The data themselves show which case holds. Write $x=r_0/g$. For an open pore,

$$\frac{m_2}{m_1}=\frac{2x-3}{2x-1}=1-\frac{2}{2x-1},$$

which rises with $x$ and equals $1/3$ at $x=2$. For a pore that closes during cycle 2, $m_2/m_1=(x-1)^2/(2x-1)$. This is below $1/3$ if $3(x-1)^2<2x-1$, or

$$3x^2-8x+4=(3x-2)(x-2)<0,$$

which is true for $1<x<2$. A pore that closes in cycle 1 has $m_2=0$. For identical pores, then, $m_2\ge m_1/3$ is the condition for using the boxed formula. If the radii are unequal, this test cannot exclude that the narrowest pores have closed.

In the closing case the radius can still be found. The total mass is that of a full pore, $m_1+m_2=Kr_0^2$, so

$$\sqrt{\frac{m_2}{m_1+m_2}}=\frac{r_0-g}{r_0}=1-\frac g{r_0},
\qquad
r_0=\frac{g}{1-\sqrt{m_2/(m_1+m_2)}} .$$

For the example just given the square root is $\sqrt{0.25/2.25}=1/3$, and $r_0=1.5g$.

## Pores that are unequal or not round

Let pore $i$ have radius $r_i\ge2g$ and length $L_i$. The total gains obey

$$m_1=\pi\rho\sum_iL_i(2r_ig-g^2),\qquad m_1-m_2=2\pi\rho g^2\sum_iL_i .$$

Their ratio is $\sum_iL_ir_i/(g\sum_iL_i)-1/2$. The formula therefore returns the length-weighted mean radius. Four pores with radii 3, 4, 6 and 9 nm and lengths 8, 10, 5 and 12 µm give

$$\frac{3\times8+4\times10+6\times5+9\times12}{35}=5.77\ \text{nm},$$

whereas the plain mean radius is 5.50 nm. Two gains give this one average, not the spread of radii.

For a straight pore of another cross-section, let $P$ be the initial perimeter. When a smooth closed wall advances inward by $dt$, each short arc turning through an angle $d\theta$ loses length $d\theta\,dt$. The total turning angle is $2\pi$, so the perimeter at thickness $t$ is $P-2\pi t$. The two film cross-sections are

$$\int_0^g(P-2\pi t)\,dt=Pg-\pi g^2,\qquad
\int_g^{2g}(P-2\pi t)\,dt=Pg-3\pi g^2 .$$

Their difference is $2\pi g^2$, and the boxed formula returns $P/(2\pi)$. This holds while the advancing wall stays smooth and does not meet itself. It fails where a recess in the wall has a radius of curvature smaller than the total film thickness $2g$, and at sharp corners that point into the solid. For a square pore of side $a$, the film cross-sections are $4ag-4g^2$ and $4ag-12g^2$, and the formula returns $a/2$ instead of $P/(2\pi)=2a/\pi$.

## How well must the masses be known?

The radius rests on a difference that is only about two per cent of either gain. Rounded to 0.1 µg/cm², the gains are 46.7 and 45.7. The radius becomes $0.10(0.5+46.7/1.0)=4.72$ nm, which is 5.6 per cent below the input value.

Let $M_0$, $M_1$ and $M_2$ be the three weighings, so that $m_1=M_1-M_0$ and $m_2=M_2-M_1$. Write $D=m_1-m_2$. The derivatives of the boxed formula are

$$a=\frac{\partial r_0}{\partial m_1}=g\,\frac{D-m_1}{D^2}=-\frac{gm_2}{D^2},\qquad
b=\frac{\partial r_0}{\partial m_2}=\frac{gm_1}{D^2}.$$

A small change in the weighings therefore changes the radius by

$$dr_0=-a\,dM_0+(a-b)\,dM_1+b\,dM_2 .$$

The middle weighing enters both gains, with opposite signs. If the three weighings have independent errors of standard deviation $s$, their contributions add in squares:

$$\sigma_r=s\sqrt{a^2+(a-b)^2+b^2}.$$

With masses in µg/cm², $a=-5.15$ and $b=5.25$ nm per µg/cm². For an assumed $s=0.01$ µg/cm²,

$$\sigma_r=0.01\sqrt{5.15^2+10.40^2+5.25^2}=0.127\ \text{nm},$$

or 2.5 per cent of $r_0$. Random sampling of the weighings gave 0.128 nm. An error in $g$ has a simpler effect: at fixed masses, $r_0$ is proportional to $g$, so both have the same relative error.

The assumed $s$ is demanding for a real membrane, and not only because of the balance. The pore walls have an area $2\pi r_0LN$, about 1570 cm² per cm² of membrane. Adsorbed water at ten molecules per nm² of wall would weigh about 47 µg/cm², as much as the film from one cycle. A change of only 0.02 per cent in that layer between weighings would equal $s$. The membrane must therefore be dried and weighed under the same conditions each time, preferably in vacuum. Equal conditions alone do not remove the effect of water, because a layer of constant coverage shrinks with the wall area. At ten molecules per nm² this lowers both gains by 0.94 µg/cm² and the radius by 0.10 nm.

Weighing after blocks of $p$ cycles reduces the effect of random weighing errors. The geometry is unchanged if $g$ is replaced by $pg$, provided $r_0\ge2pg$. The difference then grows as $p^2$. For ten cycles per block it is 94 µg/cm² instead of 0.94 µg/cm². Blocks do not reduce the shift due to a water layer of constant coverage: each gain falls by $p\times0.94$ µg/cm², the difference is $p^2$ times larger and the increment is $pg$, so the radius is still 0.10 nm too small.

## How constant must the growth be?

Suppose cycle 1 deposits a thickness $g(1+d)$ and cycle 2 deposits $g$. With $x=r_0/g$,

$$\frac{m_1}{Kg^2}=2x(1+d)-(1+d)^2,\qquad
\frac{m_2}{Kg^2}=2(x-1-d)-1 .$$

Expanding the square and subtracting,

$$\begin{aligned}
\frac{m_1-m_2}{Kg^2}&=2x+2xd-1-2d-d^2-2x+2+2d+1\\
&=2+2xd-d^2 .
\end{aligned}$$

The 2 is the geometric signal. The term $2xd$ comes from unequal growth, and it is multiplied by the large number $x=50$. A first increment one per cent too small halves the difference to 0.471 µg/cm², and the formula gives 9.85 nm. One per cent too large gives 3.38 nm. The difference vanishes when $d^2-2xd-2=0$, whose negative root is

$$d=x-\sqrt{x^2+2}=-\frac{2}{x+\sqrt{x^2+2}}\approx-\frac1x ,$$

or $-2.0$ per cent here. At that point the formula gives no radius at all. For small $d$ and large $x$, the inferred radius is about $r_0/(1+xd)$. An accuracy of one per cent in the radius thus needs $|d|$ of about $0.01/50$, or 0.02 per cent.

Blocks of cycles reduce this sensitivity when the irregular growth is confined to the first cycles. If a fixed thickness is missing from the first block, its fraction of the block falls as $1/p$, and $r_0/(pg)$ also falls as $1/p$. The disturbing term $2xd$ therefore falls as $1/p^2$. A steady drift in the growth per cycle is different: the fractional mismatch between blocks then grows as $p$ while $r_0/(pg)$ falls as $1/p$, so little is gained. With the mean increment used in the formula, a rise of 0.2 per cent per cycle makes the radius about 11 per cent too large for single cycles and still about 7 per cent too large for blocks of ten.

## Does the film grow by thickness or by area?

A reaction may instead deposit a fixed amount per unit of available area. Let that area be measured at a height $h$ above the wall, as a simple model of crowding by attached ligands. The film cross-sections are then $2\pi(r_0-h)g$ and $2\pi(r_1-h)g$, where $g$ is the thickness on a flat surface. Equating the first to $\pi(r_0^2-r_1^2)$ gives

$$r_0^2-r_1^2=2g(r_0-h).$$

The mass ratio follows by factoring the left side:

$$\frac{m_1}{m_1-m_2}=\frac{r_0-h}{r_0-r_1}
=\frac{(r_0-h)(r_0+r_1)}{r_0^2-r_1^2}
=\frac{r_0+r_1}{2g}.$$

Let $t_1=r_0-r_1$ be the actual first thickness. With the flat-surface $g$, the boxed formula returns

$$\frac g2+\frac{r_0+r_1}{2}=r_0+\frac{g-t_1}{2}.$$

For $h=0$ and $h=0.3$ nm this gives 4.9995 and 5.0025 nm, so the error is negligible. If the actual thickness $t_1$ is used in place of $g$, the result is $t_1/2+r_0-h$. For $h=0.3$ nm, $t_1=0.0949$ nm and the radius comes out as 4.75 nm, five per cent low. In this growth model the flat-surface value is the better one to use.

## Film outside the pores and incomplete exposure

The two outer faces gain the same mass $e=0.036$ µg/cm² in each cycle. This leaves $D$ unchanged and raises $m_1$ by $e$, so the radius rises by $ge/D=0.004$ nm. Film rounding the pore mouths is also small; faces and mouths together give 5.01 nm.

Incomplete coating is more serious. Suppose the precursor moves by Knudsen diffusion, striking the walls far more often than other molecules, and reacts at a sharp front a distance $z$ from the entrance. The diffusivity in a long tube of radius $r$ is $D_K=2r\bar v/3$, with $\bar v$ the mean molecular speed. Let the wall have $q$ adsorption sites per unit area, each filled by one molecule. For an entrance pressure $p_0$ and zero pressure at the front, the rate of arrival equals the rate at which sites are filled:

$$\pi r^2\frac{D_Kp_0}{k_BTz}=2\pi rq\frac{dz}{dt}.$$

Multiplying by $z\,dt$ and integrating from $z=0$ gives the dose, the product of pressure and time:

$$p_0t=\frac{qk_BTz^2}{rD_K}.$$

For trimethylaluminium at 473 K and 3.54 aluminium atoms deposited per nm² in each cycle, reaching the middle of the membrane, $z=5$ µm, takes 0.70 Torr s from each end in cycle 1. The required dose scales as $1/r^2$, so cycle 2, with $r=4.9$ nm, needs 0.73 Torr s. The dose that just reaches the middle in cycle 1 stops at 4900 nm in cycle 2 and gives the same wrong radius as the example below.

Since $D_K\propto r$, a fixed insufficient dose reaches a depth proportional to $r$. One quarter of the required dose coats 2500 nm from each end in cycle 1 and 2450 nm in cycle 2. The second gain is therefore reduced by a further factor of 0.98:

$$\frac{m_2}{m_1}=\frac{45.7102}{46.6527}\times0.98=0.9602 .$$

The formula then gives $0.10[0.5+1/(1-0.9602)]=2.56$ nm, about half the true radius. The shorter coated length in cycle 2 has been mistaken for stronger curvature.

## The model beside a real membrane

The parameters are illustrative values for aluminium oxide grown from trimethylaluminium and water in porous silicon. Real pores in this material can be branched, rough and unequal. Unequal straight round pores still give an average radius, but roughness may not. Ripples around the wall that are too gentle to be filled lengthen the perimeter, and the formula returns $P/(2\pi)$, which exceeds the mean radius: the wall $r=5+0.2\cos20\phi$ nm gives 5.72 nm. If the first film fills fine recesses, it gains extra mass, $m_1-m_2$ rises, and the radius can come out far too small. Equal growth in the first two cycles is also doubtful, because the first film forms on silicon or its native oxide and the second largely on aluminium oxide. A first increment 20 per cent too small, taken as an illustration, makes $m_1-m_2=-8.50$ µg/cm² and gives the impossible radius $-0.39$ nm. A precoat can reduce both errors, provided that it continues until the wall is smooth and growth is steady to the accuracy required above. If it stops too early, sharp grooves can remain and the radius can still come out too small. The formula is then applied to the next two equal cycles or blocks, and the precoat thickness is added to the radius found. That thickness must be known separately, because the early cycles need not each add $g$. On a finely rough wall the sum is close to the radius at the points that project furthest into the pore, not to the mean radius, because the film growing from these points forms the new wall. The precoat needed can be a large part of the radius. For the wall $r=5+0.15\cos60\phi$ nm, whose innermost points lie at 4.85 nm, the sum is 0.8, 3.6, 4.6 and 4.8 nm after precoats of 0, 0.5, 1 and 2 nm. The pore must remain open throughout, and every exposure, including the last, must reach the middle of the membrane.

## Computed values

```
Input radius r0 = 5.00 nm; increment g = 0.10 nm
Pore length = 10.0 micrometre; film density = 3.0 g/cm3
Pore density = 5.0e+11 per cm2; porosity = 0.393
Radii after cycles 1, 2 = 4.90, 4.80 nm
Gain m1 = 46.6527 microgram/cm2
Gain m2 = 45.7102 microgram/cm2
Difference m1-m2 = 0.9425 microgram/cm2
Ratio m1/(m1-m2) = 49.500 (no unit)
Recovered radius = 5.0000 nm = 50.000 angstrom
Rounded gains = 46.7, 45.7 microgram/cm2
Radius from rounded gains = 4.720 nm
Error of each weighing = 0.010 microgram/cm2
Radius error, linear = 0.127 nm; sampled = 0.128 nm
Closing pore: true radius = 0.150 nm
Closing pore: formula gives = 0.164 nm
Mixed pores: radii = [3. 4. 6. 9.] nm
Mixed pores: lengths = [ 8. 10.  5. 12.] micrometre
Mixed pores: formula gives = 5.771 nm
Mixed pores: plain mean radius = 5.500 nm
First increment changed by -20 %:
  m1-m2 = -8.5011 microgram/cm2; radius = -0.390 nm
First increment changed by -1 %:
  m1-m2 = 0.4712 microgram/cm2; radius = 9.853 nm
First increment changed by +1 %:
  m1-m2 = 1.4137 microgram/cm2; radius = 3.383 nm
Change making m1=m2 = -2.000 %
Outer-face gain per cycle = 0.0364 microgram/cm2
Radius with outer faces = 5.0039 nm
Radius with faces and mouths = 5.0115 nm
Area-rule height h = 0.0 nm; first thickness = 0.10102 nm
  radius using flat g = 4.9995 nm
  radius using actual first thickness = 5.0505 nm
Area-rule height h = 0.3 nm; first thickness = 0.09490 nm
  radius using flat g = 5.0025 nm
  radius using actual first thickness = 4.7475 nm
Temperature for dose = 473 K
Aluminium atoms deposited per cycle = 3.54 per nm2
Dose to reach membrane middle = 0.699 Torr s
Insufficient dose used = 0.175 Torr s
Coated depths per side = 2500, 2450 nm
Radius inferred with insufficient dose = 2.563 nm
```
